# Huang-Rhys factor from the width of a trap's optical band

## Problem

A deep trap has two localized electronic states. At low temperature the optical absorption band between them is nearly Gaussian, with full width at half maximum $W=0.40$ eV. The transition couples to phonons of energy $\hbar\omega=40$ meV. The zero-phonon energy, which separates the lowest vibrational levels of the two states, is $E_0=2.0$ eV.

Assume the following:

- The coupling is linear: the electronic transition displaces the equilibrium position of the lattice but leaves the vibrational frequency unchanged.
- All coupled phonons have the same energy, so that one effective mode suffices.
- The electronic matrix element does not depend on the lattice coordinate (the Condon approximation), and the factor of photon energy in the absorption strength has been divided out.
- The whole width comes from phonons, and $kT\ll\hbar\omega$.

The Huang-Rhys factor $S$ is the energy released by lattice relaxation after the vertical transition, divided by $\hbar\omega$.

(a) Express the variance of the band through $S$ and $\hbar\omega$.

(b) Find the weights of the phonon lines, and show why their envelope is nearly Gaussian when $S\gg1$.

(c) Find $S$, the relaxation energy and the separation between the absorption and emission bands.

(d) How cold must the sample be, and how much does the answer depend on the other assumptions?

## Hints

1. Measure the lattice coordinate in units of $\sqrt{\hbar/M\omega}$, where $M$ is the mass of the mode. The two potentials are then equal parabolas a distance $d$ apart. Relate $S$ to $d$ first.
2. The initial vibrational state is an eigenstate of the ground-state Hamiltonian. What remains when that Hamiltonian is subtracted from the excited one?
3. Write the lowering operator of the displaced oscillator in terms of the undisplaced one, and let it act on the initial state.
4. A full width at half maximum is not a standard deviation. Find their ratio for a Gaussian before inserting numbers.

## Solution

### (a) The variance

Let $x$ be the dimensionless coordinate and $p$ its momentum, with $[x,p]=i$. The vibrational Hamiltonians of the two electronic states are

$$H_g=\frac{\hbar\omega}{2}(p^2+x^2),\qquad H_e=E_0+\frac{\hbar\omega}{2}\left[p^2+(x-d)^2\right].$$

The zero-point energies are equal, so $E_0$ is both the difference between the potential minima and the zero-phonon energy.

A vertical transition from $x=0$ reaches the excited potential at $E_0+\hbar\omega d^2/2$. Relaxation to its minimum releases $\hbar\omega d^2/2$, and therefore

$$S=\frac{d^2}{2}.$$

Let $|0\rangle$ be the lowest eigenstate of $H_g$, with energy $\epsilon_0=\hbar\omega/2$, and let $|n_e\rangle$ be the eigenstates of $H_e$, with energies $\epsilon_n$. An absorption line lies at $E=\epsilon_n-\epsilon_0$ and has weight $|\langle n_e|0\rangle|^2$. Because the states $|n_e\rangle$ are complete, the mean photon energy is

$$\langle E\rangle=\langle0|(H_e-\epsilon_0)|0\rangle=\langle0|U|0\rangle,\qquad U=H_e-H_g.$$

The last step uses $H_g|0\rangle=\epsilon_0|0\rangle$. For the same reason $(H_e-\epsilon_0)|0\rangle=U|0\rangle$. The squared length of this vector is the second moment, $\langle E^2\rangle=\langle0|U^2|0\rangle$. The variance of the band is thus the variance of $U$ in the initial state.

In $U$ the kinetic energies and the terms in $x^2$ cancel:

$$U=E_0+\frac{\hbar\omega}{2}(d^2-2dx)=E_0+S\hbar\omega-\hbar\omega\,d\,x.$$

In $|0\rangle$ we have $\langle x\rangle=0$. The potential energy is half of the zero-point energy, so $\hbar\omega\langle x^2\rangle/2=\hbar\omega/4$, which gives $\langle x^2\rangle=1/2$. Hence

$$\langle E\rangle=E_0+S\hbar\omega,\qquad \sigma^2=(\hbar\omega)^2d^2\langle x^2\rangle=S(\hbar\omega)^2.$$

The zero-point motion spreads the lattice coordinate over $1/\sqrt2$, and the slope $\hbar\omega d$ of the energy difference turns this spread into a spread of photon energies.

### (b) The phonon lines and their envelope

The lowering operator of the ground well is $a=(x+ip)/\sqrt2$, with $a|0\rangle=0$. That of the displaced well is

$$b=\frac{x-d+ip}{\sqrt2}=a-\sqrt S,\qquad\text{so}\qquad b|0\rangle=-\sqrt S\,|0\rangle.$$

Let $c_n=\langle n_e|0\rangle$. Since $\langle n_e|b=\sqrt{n+1}\,\langle (n+1)_e|$, taking the product of $b|0\rangle$ with $\langle n_e|$ gives

$$\sqrt{n+1}\,c_{n+1}=-\sqrt S\,c_n,\qquad c_n=\frac{(-\sqrt S)^n}{\sqrt{n!}}\,c_0.$$

The squares must sum to one, and $\sum_n S^n/n!=e^S$, so $|c_0|^2=e^{-S}$. The line with $n$ created phonons lies at $E_0+n\hbar\omega$ and has the Poisson weight

$$P_n=e^{-S}\frac{S^n}{n!}.$$

Its mean is $S$, which gives the Huang-Rhys factor a second meaning: it is the mean number of phonons created in low-temperature absorption.

For large $S$, put $n=S+y$ and use Stirling's formula, $\ln n!\approx n\ln n-n+\tfrac12\ln(2\pi n)$:

$$\ln P_n\approx y-(S+y)\ln\left(1+\frac yS\right)-\frac12\ln(2\pi n).$$

The expansion of the logarithm gives

$$(S+y)\ln\left(1+\frac yS\right)=y+\frac{y^2}{2S}-\frac{y^3}{6S^2}+\dots$$

The linear terms cancel, and

$$\ln P_n\approx-\frac{y^2}{2S}-\frac12\ln(2\pi S)+\eta(y),\qquad \eta(y)=\frac{y^3}{6S^2}-\frac{y}{2S}.$$

The second part of $\eta$ comes from expanding $\tfrac12\ln n$. Without $\eta$ the envelope is a Gaussian of variance $S$, in agreement with part (a).

For $y$ of order $\sqrt S$ the correction $\eta$ is of order $1/\sqrt S$, which is not very small here. It is odd in $y$, however. Without it, half maximum lies at $y=\pm y_0$ with $y_0^2=2S\ln2$. If a half-maximum point moves by $\delta$, the first-order condition is $\mp y_0\delta/S+\eta(\pm y_0)=0$. Because $\eta$ is odd, both signs give the same $\delta=S\eta(y_0)/y_0$. Both points move the same way, and the width does not change at this order. Its relative correction is of order $1/S$.

With the phonon number converted to energy, the full width is $2y_0\hbar\omega$:

$$W=2\sqrt{2\ln2}\,\sqrt S\,\hbar\omega,\qquad S=\frac{W^2}{8\ln2\,(\hbar\omega)^2}.$$

The derivation assumes $S\gg1$. For $S\ll1$ nearly all the weight $e^{-S}$ lies in the zero-phonon line, there is no broad envelope, and the width at half maximum no longer measures $S$.

### (c) The numbers

The ratio of full width to standard deviation is $2\sqrt{2\ln2}=2.3548$, so

$$\sigma=\frac{0.40\ \text{eV}}{2.3548}=0.1699\ \text{eV},\qquad \sqrt S=\frac{0.1699}{0.040}=4.247,\qquad S=18.03.$$

The data justify $S\approx18$. The displacement is $d=\sqrt{2S}\approx6.0$ oscillator units, and the relaxation energy is $S\hbar\omega\approx0.72$ eV.

The mean energy of the absorption band is $2.0+0.72=2.72$ eV. Low-temperature emission starts from the lowest level of the displaced well. Exchanging the wells merely reverses the sign of $d$, so the line weights are the same, but the photon energies are now $E_0-n\hbar\omega$. The mean energy of the emission band is $2.0-0.72=1.28$ eV, and the means are separated by $2S\hbar\omega\approx1.44$ eV. The term $-y/2S$ in $\eta$ puts the maximum of the envelope near $n=S-\tfrac12$, so the peaks lie at about 2.70 and 1.30 eV and are separated by $(2S-1)\hbar\omega\approx1.40$ eV.

This is where the emission lies if it occurs. The two parabolas cross where $U=0$, at $(E_0-S\hbar\omega)^2/(4S\hbar\omega)\approx0.57$ eV above the excited minimum, which is below the 0.72 eV reached by vertical absorption. A real defect with such parameters may therefore return to the ground state without emitting, a process this model does not describe.

The zero-phonon line carries a fraction $e^{-S}\approx1.5\times10^{-8}$ of the band's weight, so its absence from a measured spectrum would not contradict the model.

The Gaussian step can be judged by adding up the Poisson lines numerically. With each line smoothed by a Gaussian of standard deviation 24 meV, the summed curve has a full width of 0.4039 eV. The smoothing contributes $2.3548\times0.024=0.0565$ eV in quadrature. Removing it leaves $\sqrt{0.4039^2-0.0565^2}=0.400$ eV, the width we started from.

### (d) How far the answer can be trusted

**Reading errors.** Since $S\propto(W/\hbar\omega)^2$, small relative errors in either quantity count double. A change of 0.01 eV in $W$ moves $S$ between about 17 and 19. A phonon energy of 38 meV gives 20.0, and one of 42 meV gives 16.4.

**Temperature.** In thermal equilibrium the initial state may be any level $m$ of the ground well. The argument of part (a) holds for each level, and $\langle m|x|m\rangle=0$ gives them all the same mean photon energy. It is therefore enough to replace $\langle x^2\rangle$ by its thermal value, $\bar n+\tfrac12$, where $\bar n=1/(e^{\hbar\omega/kT}-1)$ is the mean phonon number:

$$\sigma^2=S(\hbar\omega)^2\coth\frac{\hbar\omega}{2kT}.$$

The cold formula overestimates $S$ by the factor $\coth(\hbar\omega/2kT)$. For 40 meV phonons this factor reaches 1.01 at about 88 K. Liquid-nitrogen temperature, about 77 K, is therefore cold enough here.

**Several phonon energies.** Independent modes add their variances, $\sigma^2=\sum_iS_i(\hbar\omega_i)^2$. Suppose two equally coupled modes at 20 and 60 meV replace the single mode at 40 meV. Then

$$S_i=\frac{0.40^2}{8\ln2\,(0.020^2+0.060^2)}=7.21,$$

and the total is 14.4 (14.5 if the width at half maximum of the summed lines is matched instead of the variance). In general the mean of $\omega_i^2$, weighted by $S_i$, is at least the square of the mean of $\omega_i$. If 40 meV is this weighted mean, the single-mode value of 18 is therefore an upper bound on the total $S$ for the given variance.

**Photon-energy factors.** For a transition dipole and a refractive index that are constant over the band, the strength of weak absorption contains a factor $E$, and the spontaneous photon emission rate contains $E^3$. If these factors are left in the spectrum, the variance summed over the lines gives an apparent $S$ of 18.2 in absorption and 15.7 in emission. The correction is small for the absorption band but not for the emission band.

**A real device.** The parameters are round model values and do not describe an identified defect. In an amorphous film, such as the charge-storage layer of a memory device, the transition energy can vary from trap to trap, which breaks the assumption that phonons cause the whole width. If this disorder is Gaussian and independent of the vibrations, its width subtracts in quadrature. An assumed disorder width of 0.15 eV gives

$$S=\frac{0.40^2-0.15^2}{8\ln2\times0.040^2}=15.5.$$

This treats the phonon envelope as Gaussian; matching the width at half maximum of the broadened lines gives 15.6. Devices also work warm. With $S$ and $\hbar\omega$ held fixed, the model band widens from 0.40 eV to 0.49 eV at 300 K and to 0.53 eV at 358 K (85 °C). Finally, the value belongs to this pair of localized states. Capture of an electron from the conduction band involves another pair of states and may have a different $S$.

## Variation 1: the same width, measured at room temperature

*The width of 0.40 eV is found at 300 K instead, still with $\hbar\omega=40$ meV. What is $S$?*

At 300 K, $\coth(\hbar\omega/2kT)=1.541$. The thermal variance formula gives

$$S=\frac{1}{1.541}\,\frac{W^2}{8\ln2\,(\hbar\omega)^2}=\frac{18.03}{1.541}=11.7.$$

The same width now requires weaker coupling, because thermal motion supplies part of the spread in $x$. At 358 K the factor is 1.753 and $S=10.3$. Both values use the Gaussian ratio of width to standard deviation. The envelope of the warm lines is slightly narrower than that, and matching its width at half maximum raises each value by about 0.15.

In the opposite limit, $kT\gg\hbar\omega$, we have $\coth(\hbar\omega/2kT)\to2kT/\hbar\omega$, and so

$$\sigma^2\to2kT\,(S\hbar\omega).$$

The width then gives the relaxation energy $S\hbar\omega$ directly, but $S$ itself cannot be found without the phonon energy. At 300 K, $kT$ is about 26 meV, still below $\hbar\omega$, so this limit has not been reached.

## Variation 2: the excited state has another frequency

*The absorption band is cold again, but the excited-state frequency is $r\omega$, with $r=0.9$ or $1.1$. The ground-state phonon energy stays at 40 meV and the width at 0.40 eV. What becomes of $S$?*

Define $S_g=d^2/2$ with the ground-state frequency. The excited potential is now $\hbar\omega r^2(x-d)^2/2$ plus a constant, so the difference of the Hamiltonians is

$$\frac{U}{\hbar\omega}=\text{constant}-r^2d\,x+\frac{r^2-1}{2}\,x^2.$$

In the initial state $x$ has a Gaussian distribution of variance $1/2$. By symmetry $x$ and $x^2$ are uncorrelated. For a Gaussian $\langle x^4\rangle=3\langle x^2\rangle^2$, so the variance of $x^2$ is $2\langle x^2\rangle^2=1/2$. Adding the two contributions gives

$$\frac{\sigma^2}{(\hbar\omega)^2}=r^4S_g+\frac{(r^2-1)^2}{8}.$$

If the band is still close enough to a Gaussian for $\sigma=W/2.3548$, the left side is 18.03. For $r=0.9$,

$$S_g=\frac{18.03-0.0045}{0.6561}=27.5,$$

and for $r=1.1$ the same steps give $S_g=12.3$. The relaxation energy in the excited state, $r^2S_g\hbar\omega$, is 0.89 eV in the first case and 0.60 eV in the second, against 0.72 eV for equal frequencies.

The term $(r^2-1)^2/8$ is negligible here. The change comes from the slope of the energy difference at $x=0$, which is proportional to $r^2d$. A softer excited well needs a larger displacement to produce the same slope, and $S_g$ grows as the square of that displacement. A frequency change of 10% thus moves $S_g$ by roughly a third to a half. With unequal frequencies the factor is no longer unique: $S_g$ measures the relaxation in the ground well. The relaxation after absorption, which defined $S$ in the problem, is $r^2S_g=22.3$ or $14.9$ in units of $\hbar\omega$, and $rS_g=24.7$ or $13.5$ in units of the excited-state quantum $r\hbar\omega$. By each measure the value 18 depends noticeably on the assumption of equal frequencies, by about a sixth to a half according to the definition.

Numerical values quoted here were computed with a short program.
